\section*{Kinetic balance and the nonrelativistic limit of the radial matrix Dirac equation}

\section{One large and one small function}

Hartree atomic units are used, and energies are measured from the rest energy of the electron. In a local central potential $V(r)$ the radial Dirac equations for the large component $P$ and the small component $Q$ are
\begin{align}
VP+cD^\dagger Q&=EP, & cDP+(V-2c^2)Q&=EQ, \label{dirac}\\
D&=\frac{d}{dr}+\frac{\kappa}{r}, & D^\dagger&=-\frac{d}{dr}+\frac{\kappa}{r}.\nonumber
\end{align}
Here $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, where $l$ belongs to the large component.

Take one normalized real function $p$ for $P$ and one, $q$, for $Q$: $P=ap$, $Q=bq$. Write $\langle f|g\rangle=\int_0^\infty fg\,dr$, $\pi=\langle q|Dp\rangle$, $v=\langle p|V|p\rangle$ and $u=\langle q|V|q\rangle$. Projecting \eqref{dirac} on $p$ and $q$ gives
\begin{equation}
va+c\pi b=Ea,\qquad c\pi a+(u-2c^2)b=Eb .
\end{equation}
The second equation gives $b=c\pi a/(2c^2+E-u)$. Inserted in the first, it yields
\begin{equation}
E=v+\frac{c^2\pi^2}{2c^2+E-u}\;\longrightarrow\; v+\tfrac12\pi^2
\end{equation}
for the level that stays finite as $c\to\infty$. The kinetic energy in this limit is $\tfrac12\langle q|Dp\rangle^2$. By the Cauchy--Schwarz inequality it is at most $\tfrac12\langle Dp|Dp\rangle$, which Lemma 1 identifies as the nonrelativistic kinetic energy. Equality requires $q\propto Dp$.

For an $s_{1/2}$ Gaussian, $\kappa=-1$ and $p\propto re^{-\zeta r^2}$, so $Dp\propto r^2e^{-\zeta r^2}$. Choose $q\propto r^2e^{-\eta r^2}$. Since $\int_0^\infty r^4e^{-sr^2}dr\propto s^{-5/2}$, the fraction of kinetic energy kept is the squared normalized overlap,
\begin{equation}
\frac{\pi^2}{\langle Dp|Dp\rangle}
=\frac{(2\zeta)^{5/2}(2\eta)^{5/2}}{(\zeta+\eta)^5}
=\left(\frac{2\sqrt{\zeta\eta}}{\zeta+\eta}\right)^5 .
\end{equation}
It is 1 for $\eta=\zeta$. For $\eta=3\zeta$ it is $(3/4)^{5/2}$, less than one half. The loss comes from the small function alone, and no increase of $c$ removes it.

\section{Assumptions and theorem}

Let $p_1,\dots,p_{n_L}$ be real, linearly independent large functions, smooth for $r>0$, behaving as $r^{l+1}$ at the origin and decaying rapidly with their derivatives. Let $q_1,\dots,q_{n_S}$ be real, linearly independent small functions for which the boundary terms $p_iq_k$ vanish at both ends. All matrix elements of $V$ are finite. The spans of both sets are fixed while $c$ grows.

Define $S_{ij}=\langle p_i|p_j\rangle$, $V_{ij}=\langle p_i|V|p_j\rangle$, $\Pi_{ki}=\langle q_k|Dp_i\rangle$, $(S_S)_{kl}=\langle q_k|q_l\rangle$ and
\begin{align}
T_{ij}&=\frac12\int_0^\infty p_i\left[-p_j''+\frac{l(l+1)}{r^2}p_j\right]dr, \label{T}\\
T_{\rm eff}&=\tfrac12\,\Pi^{T}S_S^{-1}\Pi . \label{Teff}
\end{align}
The superscript $T$ on a matrix or vector denotes the transpose. The matrix \eqref{T} is the exact matrix of the nonrelativistic kinetic operator in the given large basis. Its exactness does not make the finite-basis energies exact.

\textbf{Theorem.} Order the $n_L+n_S$ eigenvalues of the matrix Dirac equation upwards.

(a) As $c\to\infty$, eigenvalue number $n_S+k$ tends to the $k$th eigenvalue of $(V+T_{\rm eff})A=ESA$.

(b) With restricted kinetic balance, $q_i=Dp_i/(2c)$, one has $T_{\rm eff}=T$.

(c) For any small set, $A^TT_{\rm eff}A\le A^TTA$. Equality holds for a vector $A$ if and only if $Dp_A$, with $p_A=\sum_iA_ip_i$, lies in the small span. Each limiting level therefore lies at or below the corresponding level of $V+T$.

The loss of kinetic energy is thus strict exactly for those vectors whose image $Dp_A$ leaves the small span. A small set that is larger than the restricted one but contains every $Dp_i$ loses no kinetic energy and has the same limiting levels; at finite $c$ its levels can differ slightly from those of the restricted set.

\section{Two lemmas}

\textbf{Lemma 1.} $T_{ij}=\tfrac12\langle Dp_i|Dp_j\rangle$, and $T$ is positive definite.

\emph{Proof.} Expand the product:
\begin{equation}
(Dp_i)(Dp_j)=p_i'p_j'+\frac{\kappa}{r}(p_ip_j)'+\frac{\kappa^2}{r^2}p_ip_j .
\end{equation}
Integration by parts of the middle term gives
\begin{equation}
\int_0^\infty\frac{\kappa}{r}(p_ip_j)'dr
=\left[\frac{\kappa p_ip_j}{r}\right]_0^\infty+\kappa\int_0^\infty\frac{p_ip_j}{r^2}dr .
\end{equation}
The bracket vanishes because $p_ip_j/r\sim r^{2l+1}$ at the origin. Hence
\begin{equation}
\tfrac12\langle Dp_i|Dp_j\rangle=\frac12\int_0^\infty\left[p_i'p_j'+\frac{\kappa(\kappa+1)}{r^2}p_ip_j\right]dr .
\end{equation}
Both $\kappa=l$ and $\kappa=-l-1$ give $\kappa(\kappa+1)=l(l+1)$. A further integration by parts, $\int p_i'p_j'dr=-\int p_ip_j''dr$, whose boundary term $p_ip_j'$ also vanishes, gives \eqref{T}.

If $A^TTA=0$, then $Dp_A=0$, so $p_A\propto r^{-\kappa}$. This function is singular at the origin for $\kappa>0$ and grows at infinity for $\kappa<0$. The assumptions exclude both, so $p_A=0$ and $A=0$. $\square$

For the next lemma, replace each set by an orthonormal basis of its span. This leaves the eigenvalues unchanged and gives $S=1$, $S_S=1$. Let $U_{kl}=\langle q_k|V|q_l\rangle$. Since $\langle p_i|D^\dagger q_k\rangle=\langle Dp_i|q_k\rangle$ by parts, the Dirac matrix is
\begin{equation}
H=\begin{pmatrix}V&c\Pi^T\\ c\Pi&U-2c^2\end{pmatrix}.
\end{equation}

\textbf{Lemma 2.} Let $M=2c^2+E-U$ be positive definite. The number of eigenvalues of $H$ below $E$ is $n_S$ plus the number of negative eigenvalues of $F(E)-E$, where
\begin{equation}
F(E)=V+c^2\Pi^TM^{-1}\Pi . \label{F}
\end{equation}

\emph{Proof.} For a vector with upper part $a$ and lower part $b$, the quadratic form of $H-E$ is
\begin{equation}
a^T(V-E)a+2c\,b^T\Pi a-b^TMb .
\end{equation}
Put $b=b'+cM^{-1}\Pi a$. The last two terms become
\begin{equation}
2c\,b'^T\Pi a+2c^2a^T\Pi^TM^{-1}\Pi a-b'^TMb'-2c\,b'^T\Pi a-c^2a^T\Pi^TM^{-1}\Pi a .
\end{equation}
The cross terms cancel, and the form is $a^T[F(E)-E]a-b'^TMb'$. The change of variables is invertible, so by Sylvester's law of inertia it preserves the number of negative directions. The part in $b'$ supplies $n_S$ of them. $\square$

\section{Proof of the theorem}

\emph{Part (a).} For fixed $E$ and large $c$, $M$ is positive definite and $c^2M^{-1}\to\tfrac12$. Thus $F(E)\to V+\tfrac12\Pi^T\Pi=V+T_{\rm eff}$. Let $\varepsilon_k$ be the $k$th eigenvalue of this limit, and choose a small $\delta>0$ such that $\varepsilon_k\pm\delta$ are not eigenvalues of it. At these two energies the limiting matrix minus $E$ is nonsingular, so for large enough $c$ the number of negative eigenvalues of $F(E)-E$ equals its limiting value. That value is at most $k-1$ at $\varepsilon_k-\delta$ and at least $k$ at $\varepsilon_k+\delta$. By Lemma 2, eigenvalue number $n_S+k$ of $H$ lies between the two energies. Since $\delta$ can be made arbitrarily small, (a) follows. $\square$

\emph{Part (b).} It is instructive to keep the original basis and expand $P=\sum_iA_ip_i$, $Q=\sum_iB_iDp_i/(2c)$. Lemma 1 gives $\langle Dp_i|Dp_j\rangle=2T_{ij}$. The coupling element is $c\,(2T)/(2c)=T$, the small metric is $2T/(4c^2)=T/(2c^2)$, and the rest-energy term is $-2c^2\,T/(2c^2)=-T$. With $W_{ij}=\langle Dp_i|V|Dp_j\rangle$, the matrix Dirac equation is
\begin{equation}
\begin{pmatrix}V&T\\T&W/(4c^2)-T\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix}
=E\begin{pmatrix}S&0\\0&T/(2c^2)\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix}. \label{rkb}
\end{equation}
The lower row can be rearranged as
\begin{equation}
TB=TA+\frac{1}{4c^2}(W-2ET)B . \label{BA}
\end{equation}
The electronic levels stay bounded by (a), and $T$ is invertible, so $B=A+O(c^{-2})$. The upper row then becomes $(V+T)A=ESA$. Equation \eqref{Teff} says the same: $\Pi=T/c$ and $S_S=T/(2c^2)$ give $T_{\rm eff}=\tfrac12(T/c)(2c^2T^{-1})(T/c)=T$. $\square$

\emph{Part (c).} Let $P_S$ be the orthogonal projector on the small span. Then $A^TT_{\rm eff}A=\tfrac12\|P_SDp_A\|^2$, and by Lemma 1
\begin{equation}
A^T(T-T_{\rm eff})A=\tfrac12\|(1-P_S)Dp_A\|^2\ge0 . \label{loss}
\end{equation}
This vanishes if and only if $Dp_A$ lies in the small span. The ordering of the levels follows from the min--max principle, because the quadratic form of $V+T_{\rm eff}$ nowhere exceeds that of $V+T$. $\square$

\section{Consequences}

\textbf{Size of the energy error.} Let $A_0$ and $A_u$ be normalized lowest eigenvectors of $V+T$ and $V+T_{\rm eff}$, with energies $E_0$ and $E_u$, and put $\Delta=T-T_{\rm eff}$. Using each vector as a trial vector for the other problem gives $E_u\le E_0-A_0^T\Delta A_0$ and $E_0\le E_u+A_u^T\Delta A_u$. Therefore
\begin{equation}
A_0^T\Delta A_0\le E_0-E_u\le A_u^T\Delta A_u . \label{two}
\end{equation}
A small loss in the correct state does not guarantee a small energy error, because the minimization can move to a vector with a larger loss.

\textbf{Too few small functions.} If $n_S<n_L$, some normalized $A_n\ne0$ satisfies $\Pi A_n=0$. It has no effective kinetic energy, so $E_u\le A_n^TVA_n$. For an attractive potential and a compact $p_{A_n}$ this bound can lie far below the true level.

\textbf{First correction.} In orthonormal bases, expanding $M^{-1}$ in \eqref{F} gives
\begin{equation}
F(E)=V+T_{\rm eff}+\frac{1}{4c^2}\Pi^T(U-E)\Pi+O(c^{-4}).
\end{equation}
For a nondegenerate level with limit $E_u$ and normalized vector $A_u$, first-order perturbation theory gives
\begin{equation}
E=E_u+\frac{1}{4c^2}A_u^T\Pi^T(U-E_u)\Pi A_u+O(c^{-4}). \label{first}
\end{equation}
In the balanced case $\Pi^TU\Pi=W$ and $\Pi^T\Pi=2T$, so the coefficient of $c^{-2}$ is $\tfrac14A_0^T(W-2E_0T)A_0$.

The $1s$ state of $V=-Z/r$ checks signs and factors. From $P\propto re^{-Zr}$ and $\kappa=-1$ one finds $DP=-ZP$. With $\langle V\rangle=-Z^2$, the expectation value of $W$ is $-Z^4$, while that of $T$ is $Z^2/2$ and $E_0=-Z^2/2$. The coefficient is $\tfrac14(-Z^4+\tfrac12Z^4)=-Z^4/8$, which is also the $c^{-2}$ term of the Dirac energy $c^2[\sqrt{1-Z^2/c^2}-1]$.

\textbf{Order of limits.} The basis is fixed first, and then $c$ grows. Equation \eqref{BA} shows the condition: $T^{-1}(W-2ET)/(4c^2)$ must be small on the vectors that matter. If ever tighter functions are added while $c$ grows, the theorem gives no uniform statement.

\textbf{Gaussian sets.} For $p=r^{l+1}e^{-\zeta r^2}$,
\begin{equation}
Dp=\left[(l+1+\kappa)r^l-2\zeta r^{l+2}\right]e^{-\zeta r^2}.
\end{equation}
For $s_{1/2}$ the first term vanishes, and small functions $r^2e^{-\zeta r^2}$ with the same exponents are balanced. For $p_{1/2}$, where $l=\kappa=1$, the image is $(3r-2\zeta r^3)e^{-\zeta r^2}$. The functions $re^{-\zeta r^2}$ alone do not contain it. Adding $r^3e^{-\zeta r^2}$ restores the exact kinetic matrix.

\section{Worked example}

One electron moves in $V=-Z/r$ with $Z=20$. The large basis has eight Gaussians with exponents $10\cdot3^k$ bohr$^{-2}$, $k=0,\dots,7$, the largest being 21870. Electron interaction, finite nuclear size and radiative effects are left out. The numerical check diagonalizes the full Dirac matrix and compares it with the limits and coefficients above. Energies below are in hartree.

\emph{Balanced $1s_{1/2}$.} The limiting energy is $-199.971$, against the analytic nonrelativistic value $-200$. The difference of $0.029$ is the error of the large basis, since $T_{\rm eff}=T$ here. At the physical $c=137.036$ the matrix gives $-201.034$, and the analytic Dirac value is $-201.077$. When $c$ is multiplied by 1, 2, 4 and 8, the distance from the limit is $-1.0628$, $-0.2637$, $-0.0658$ and $-0.0164$, falling by about four at each doubling. The $c^{-2}$ coefficient from \eqref{first} is $-19759$ atomic units, and the Dirac matrix at $8c$ gives $-19762$. The complete-basis value is $-Z^4/8=-20000$, so the basis error in the coefficient is about 1.2\% of that value.

\emph{$2p_{1/2}$ with s-type small functions.} With equal exponents and no $r^3$ functions, the limiting energy is $-50.287$, below the balanced $-49.964$ and also below the analytic $-50$. The drop is $0.322$. The bounds in \eqref{two} are
\begin{align}
A_0^T\Delta A_0&=50.4185-50.2300=0.1885,\\
A_u^T\Delta A_u&=47.152-46.130=1.022,
\end{align}
and the drop lies between them. At the physical $c$ the unbalanced level is $-50.601$, while the balanced one is $-50.303$ and the analytic one $-50.337$. The analytic relativistic shift is $-0.337$, so for this charge and basis the spurious lowering, $0.298$ at the physical $c$, is nearly as large as the effect being computed, and it has the same sign. The near equality is particular to this example: if the exponents are scaled as $Z^2$, the limiting drop grows as $Z^2$, while the leading relativistic shift grows as $Z^4/c^2$. The drop also depends strongly on the basis. One added diffuse exponent, $10/3$, in both sets reduces the limiting drop to $0.026$ ($0.025$ at the physical $c$), and with the 14 exponents $4\cdot2^k$, $k=0,\dots,13$, it is below $10^{-4}$. By the lower bound in \eqref{two}, the image $Dp_{A_0}$ then lies almost entirely in the small span.

\emph{$1s_{1/2}$ without its tightest small function.} The balanced ground-state vector loses only $199.932-199.843=0.089$ of kinetic energy. The lowest limiting level nevertheless falls to $-2553.7$. Its vector has an exact kinetic energy of $51158.5$, of which the unbalanced matrix counts $310.6$. This is the danger expressed by the upper bound in \eqref{two}.

The vector $A_n$ with no effective kinetic energy has potential energy $-1731.6$, which already forces the level below that value. Its exact kinetic energy is $32805.0$, and this number can be derived. From $\int_0^\infty r^4e^{-sr^2}dr=\frac{3}{2s}\int_0^\infty r^2e^{-sr^2}dr$ with $s=\zeta_i+\zeta_j$,
\begin{equation}
T_{ij}=2\zeta_i\zeta_j\int_0^\infty r^4e^{-sr^2}dr=\frac{3\zeta_i\zeta_j}{\zeta_i+\zeta_j}S_{ij},
\qquad S_{ij}=\frac13\left(\frac1{\zeta_i}+\frac1{\zeta_j}\right)T_{ij}.
\end{equation}
The remaining small functions are proportional to $Dp_i$ with $i\ne t$, where $t$ labels the tightest exponent. Hence $\Pi A_n=0$ means that $(TA_n)_i=0$ for $i\ne t$. Writing $x=(A_n)_t(TA_n)_t$, one finds $A_n^TTA_n=x$ and $A_n^TSA_n=2x/(3\zeta_t)$. Their ratio is $\tfrac32\zeta_t=\tfrac32\cdot21870=32805$.

At the physical $c$ this spurious level lies at $-2541.8$, above its limit. The sign agrees with \eqref{first}: the coefficient is positive because the mean potential energy in the small component lies above the very low $E_u$. In this example finite $c$ does not repair the missing function: between one quarter of the physical $c$ and four times it, the level stays below $-2200$. The size of the collapse depends on which small function is removed. The limiting level is $-785.2$ without the second tightest, $-245.1$ without the one of exponent $270$, and $-199.97$, unchanged to these digits, without the most diffuse. Removing one small function deletes one row and column of $H$ in a suitable orthonormal basis. By eigenvalue interlacing, the lowest electronic level then cannot rise, and it cannot fall below the highest negative-energy level of the balanced matrix. The gap between these two levels is of order $2c^2$, which leaves ample room for the collapse.

\section*{Computed values}
\begin{verbatim}
nuclear charge Z = 20; number of Gaussians = 8
exponents from 10 to 21870 bohr^-2, ratio 3
physical c = 137.035999 a.u.
--- 1s1/2 balanced
limit energy = -199.970955 hartree
limit minus exact-T matrix energy = -0.000000 hartree
own state: exact T = 199.932017 hartree
own state: effective T = 199.932017 hartree
exact-T state: exact T = 199.932017 hartree
exact-T state: effective T = 199.932017 hartree
Dirac energy at physical c = -201.033714 hartree
c^-2 coefficient, formula = -19759.33 a.u.
c^-2 coefficient, from Dirac at 8c = -19762.39 a.u.
--- 1s1/2 tightest cut
limit energy = -2553.692924 hartree
limit minus exact-T matrix energy = -2353.721969 hartree
own state: exact T = 51158.518242 hartree
own state: effective T = 310.648836 hartree
exact-T state: exact T = 199.932017 hartree
exact-T state: effective T = 199.842955 hartree
Dirac energy at physical c = -2541.770769 hartree
c^-2 coefficient, formula = 220371.41 a.u.
c^-2 coefficient, from Dirac at 8c = 220424.38 a.u.
--- 2p1/2 balanced
limit energy = -49.964461 hartree
limit minus exact-T matrix energy = -0.000000 hartree
own state: exact T = 50.418471 hartree
own state: effective T = 50.418471 hartree
exact-T state: exact T = 50.418471 hartree
exact-T state: effective T = 50.418471 hartree
Dirac energy at physical c = -50.303265 hartree
c^-2 coefficient, formula = -6292.96 a.u.
c^-2 coefficient, from Dirac at 8c = -6294.03 a.u.
--- 2p1/2 s-type only
limit energy = -50.286730 hartree
limit minus exact-T matrix energy = -0.322269 hartree
own state: exact T = 47.152085 hartree
own state: effective T = 46.129642 hartree
exact-T state: exact T = 50.418471 hartree
exact-T state: effective T = 50.229960 hartree
Dirac energy at physical c = -50.601210 hartree
c^-2 coefficient, formula = -5824.84 a.u.
c^-2 coefficient, from Dirac at 8c = -5826.08 a.u.
--- vector with no effective kinetic energy (1s1/2 tightest cut)
its potential energy = -1731.5659 hartree
its exact kinetic energy = 32805.0000 hartree
--- 1s1/2 balanced: Dirac energy minus limit, hartree
c = 1 x physical: -1.062759
c = 2 x physical: -0.263706
c = 4 x physical: -0.065804
c = 8 x physical: -0.016443
--- analytic Coulomb energies, hartree
1s1/2: nonrelativistic -200.000000, Dirac -201.076523
2p1/2: nonrelativistic -50.000000, Dirac -50.336594
\end{verbatim}
